# Choosing Shift, Block Width and Box for Donor Levels in Tight Binding

## Three levels and one start vector

Take a matrix with one single and one double eigenvalue, $A=\mathrm{diag}(\theta_1,\theta_2,\theta_2)$, and a start vector $b=(b_1,b_2,b_3)$. The Lanczos method builds an orthonormal basis $V$ of the vectors $b,Ab,A^2b,\dots$ and diagonalizes the small matrix $V^TAV$. Its eigenvalues, the Ritz values, approximate those of $A$. Here

$$A^jb=(\theta_1^jb_1,\ \theta_2^jb_2,\ \theta_2^jb_3).$$

The last two components keep the ratio $b_2:b_3$ for every $j$. The basis closes after two vectors, and $\theta_2$ is found once, not twice. A second start vector with a different ratio supplies the missing direction.

The same holds for any symmetric $A$. With $P_i$ the projector on eigenspace $i$, a polynomial in $A$ gives $p(A)b=\sum_ip(\theta_i)P_ib$, which contains one direction, $P_ib$, of each eigenspace. A block of $m$ start vectors gives at most $m$. This is exact arithmetic; rounding can let a missing copy in later, but that is no basis for a setting.

A donor in a six-valley semiconductor has such degeneracies: its lowest six orbital states form a single level A1, a double level E and a triple level T2. Three settings decide whether a program finds them: the shift, the block width and the box size.

## What the shift does

The levels lie in the gap, in the interior of the spectrum, while Lanczos finds outer eigenvalues first. Let $H$ be the Hamiltonian and $\sigma$ a shift in the gap. If $H\psi=\lambda\psi$, then

$$(H-\sigma)^{-1}\psi=\theta\psi,\qquad \theta=\frac1{\lambda-\sigma},\qquad \lambda=\sigma+\frac1\theta .$$

Levels near $\sigma$ become outermost. Energies are measured from the conduction edge. In the worked example $\sigma=-70$ meV, and the E level at $-33.7$ meV has $\theta=1/0.0363=27.6$ eV$^{-1}$. The conduction edge maps to $1/0.070=14.3$ eV$^{-1}$ and the valence edge, at $-1.12$ eV, to $-0.95$ eV$^{-1}$. Both bands are squeezed between the last two numbers.

The gain follows from the polynomials $p$. We want $p$ large at the wanted $\theta$ and at most 1 in size on the interval $[a,c]$ of unwanted values. The Chebyshev polynomial $T_j(x)$, with $x=1+2(\theta-c)/(c-a)$, does this: it is bounded by 1 on the interval, and for $x>1$ it equals $\cosh(j\eta)$ with $\cosh\eta=x$. It grows by about $e^\eta$ per step. For E,

$$x=1+\frac{2(27.6-14.3)}{15.2}=2.7,\qquad \eta=\ln\!\left(x+\sqrt{x^2-1}\right)\approx1.7 .$$

Without inversion, and even with the valence band left out, the unwanted interval would run from 0 to the top of the spectrum at 77.24 eV. Then $x-1=2(0.0337)/77.24=8.7\times10^{-4}$, and $\cosh\eta\approx1+\eta^2/2$ gives $\eta\approx0.042$. The estimate is a factor of 40 in the number of Lanczos steps, though each step now costs a linear solve. It ignores excited donor levels below the edge, which slow both runs, and A1, which one extra polynomial factor removes.

To choose $\sigma$, compare E with the band edge: $\theta_E/\theta_{\rm edge}=(0-\sigma)/(\lambda_E-\sigma)$. This is $70/36.3=1.9$ here, but only $200/166.3=1.2$ at $\sigma=-200$ meV. The shift should therefore lie no farther below the expected ground level than about the spread of the manifold. The ratio keeps rising as $\sigma$ moves up toward E, so a closer shift needs fewer Lanczos steps, but it brings $H-\sigma$ nearer to singular. That trade-off is not explored here; only $\sigma=-70$ meV was run. It must not coincide with a level, where the inverse does not exist. If it falls between levels, $\theta$ takes both signs and states must be ranked by $|\theta|$.

## A crystal with six valleys and a known gap

The model has two orbitals per site on a simple cubic lattice of spacing $d=0.2715$ nm, half of a lattice constant of 0.543 nm. Spin is left out. With $u_i=1-\cos k_id\ge0$ and $s=u_x+u_y+u_z$, the conduction energy, valence energy and their coupling are

$$E_c=\alpha(s-u_0)^2+\beta(u_xu_y+u_yu_z+u_zu_x),$$
$$E_v=-G-\gamma s,\qquad w=Ws(s-u_0).$$

For positive $\alpha,\beta$, $E_c$ is a sum of non-negative terms. It vanishes only if at most one $u_i$ is nonzero and that one equals $u_0$: six points on the axes. The upper band is

$$E_+=\frac{E_c+E_v}2+\sqrt{\left(\frac{E_c-E_v}2\right)^2+w^2}\ \ge E_c\ge0,$$

since $w^2$ can only increase the root. Likewise $E_-\le E_v\le-G$. As $w=0$ at the valleys and at $k=0$, both limits are reached, and the gap is $(-G,0)$.

The masses follow by expansion about a valley at $k_0$. A displacement $q$ along its axis changes $s$ by $d\sin(k_0d)\,q$. The coupling is then first order in $q$ and pushes the upper band up by $w^2/(E_c-E_v)$, with $E_c-E_v=G+\gamma u_0$. A transverse displacement gives $u=d^2q^2/2$, and $(s-u_0)^2$ is only of order $q^4$. Equating both energies to $\hbar^2q^2/2m$,

$$\frac{\hbar^2}{2m_l}=\left[\alpha+\frac{W^2u_0^2}{G+\gamma u_0}\right]d^2\sin^2(k_0d),\qquad
\frac{\hbar^2}{2m_t}=\frac{\beta u_0d^2}2 .$$

The example puts the valleys at 0.85 of the zone boundary ($u_0=1.891$) and takes $m_l=0.92$, $m_t=0.19$ electron masses, $G=1.12$ eV, $\gamma=1$ eV and $W=0.5$ eV. This fixes $\alpha=2.43$ eV and $\beta=2.88$ eV. Numerical band curvatures return both masses.

The donor potential, equal on both orbitals, is

$$U(r)=-\frac{e^2}{4\pi\varepsilon_0\varepsilon r}\quad(r>0),\qquad U(0)=-U_0,$$

with $\varepsilon=11.7$ and $U_0=2$ eV. It is $-0.453$ eV on a nearest neighbour.

## Walls, parity and block width

The donor sits at the centre of a cube of edge $L=2Md$, with site indices $-M<j<M$ on each axis. The averaging hop $(f_{j+1}+f_{j-1})/2$, with $f=0$ at $j=\pm M$, has eigenvectors $\sin[k(j+M)d]$ with $2Mkd=n\pi$ and eigenvalues $\cos kd$. If the crystal Hamiltonian $H_0$ is built as the above functions of these hops, its energies are bulk band energies at the allowed $k$. No surface state can enter the gap. A plain cut through the lattice would give no such guarantee.

The cube is symmetric under reflection of each axis, so states separate by parity. Near valleys $\pm x,\pm y,\pm z$, let the amplitudes couple through $g$ between opposite valleys and $f$ between perpendicular ones, with diagonal energy $e_0$. For an even state, with equal amplitude $c_x$ on $\pm x$ and so on,

$$\lambda c_x=(e_0+g)c_x+2f(c_y+c_z)=(e_0+g-2f)c_x+2f(c_x+c_y+c_z).$$

Equal amplitudes give A1; amplitudes of zero sum give the two E states. For odd states the $f$ terms cancel. Hence

$$\lambda_{A1}=e_0+g+4f,\quad \lambda_E=e_0+g-2f,\quad \lambda_{T2}=e_0-g .$$

The sector even in all axes holds A1 and both E states. Each sector odd in one axis holds one T2 state. (The name T2 is silicon's; in this cubic model it is the odd triplet.)

The block width must reach the largest degeneracy in the sector searched. That is two in the all-even sector, where permutations of the axes remain as symmetry, and three if parity is not used. Spin or accidental degeneracy raises it. In the smallest box, one start vector gave $-36.339$, $-16.075$ and $+22.503$ meV as its first three values. The second E state was missing, and the third value, whose convergence was not required, belongs to something else. A wider block found E twice.

## Applying the inverse without factorizing

Write $D=H_0-\sigma$. Since $|D|^{1/2}\,\mathrm{sign}(D)\,|D|^{1/2}=D$,

$$H-\sigma=|D|^{1/2}\left[\mathrm{sign}\,D+|D|^{-1/2}U|D|^{-1/2}\right]|D|^{1/2}.$$

To solve $(H-\sigma)x=b$, first solve $[\dots]y=|D|^{-1/2}b$, then set $x=|D|^{-1/2}y$. Standing waves make $D$ diagonal, apart from a $2\times2$ rotation at each $k$, so its powers cost little. The bracket is symmetric but has both signs, which suits MINRES, the iteration that minimizes the residual for symmetric indefinite systems. For waves with $|D|$ much larger than $|U|$, the bracket is close to $\pm1$, however wide the bands.

The average was 20.7 MINRES steps per solve for 24,389 sites and 17.3 for 357,911. In this model and at this fixed shift, a larger box costs more per step but not more steps.

The accuracy of a level can be read from a residual. Let $x$ be a normalized Ritz vector with $(H-\sigma)^{-1}x=\theta x+r$, and take the improved vector $y=(H-\sigma)^{-1}x/\theta=x+r/\theta$. Then $(H-\sigma)y=x/\theta$, and with $\lambda=\sigma+1/\theta$

$$(H-\lambda)y=\frac{x}{\theta}-\frac{y}{\theta}=-\frac{r}{\theta^2}.$$

Expanding $y$ in eigenvectors of $H$ with coefficients $c_i$ gives $\|(H-\lambda)y\|^2=\sum_i|c_i|^2(\lambda_i-\lambda)^2$. So some true level of the box lies within $\|(H-\lambda)y\|/\|y\|$ of $\lambda$. The largest such residual over all boxes was 4.0 µeV. The wall errors found below for the largest box, from 0.06 meV for A1 to 0.5 meV for T2, are more than ten times larger, so a tighter solver tolerance would not improve the result.

## Has a level been missed?

A small residual says that a level is real, not that the list is complete. For an attractive potential, $U=-|U|$ on every site, completeness can be tested by switching it on as $H(t)=H_0-t|U|$. Since $dE/dt=-\langle|U|\rangle<0$, levels only fall. One stands at $\lambda$ when $(H_0-\lambda)\psi=t|U|\psi$. Applying $|U|^{1/2}(H_0-\lambda)^{-1}$ and setting $\phi=|U|^{1/2}\psi$,

$$K(\lambda)\phi=\frac1t\phi,\qquad K(\lambda)=|U|^{1/2}(H_0-\lambda)^{-1}|U|^{1/2}.$$

Each eigenvalue of $K$ above 1 marks one downward crossing between $t=0$ and $t=1$. Call their number $n(\lambda)$. The number of levels of $H$ below $\lambda$ is that of $H_0$ plus $n(\lambda)$. Between two energies in the gap $H_0$ has no levels, so

$$N(\lambda_1<E<\lambda_2)=n(\lambda_2)-n(\lambda_1).$$

No linear solve is needed, because $H_0$ is diagonal in standing waves. The count needs a sufficient block width too, and converged eigenvalues: an unfinished Lanczos run can miss eigenvalues of $K$ above 1. In the 15.75 nm box, summed over all parities, the count from $-500$ to $-20.05$ meV was 6, as it should be. The upper limit is 5 meV above T2. If the core potential is repulsive anywhere, levels may also rise and this counting rule fails.

## How the box edge enters

A case solvable by hand shows the form of the wall error. A particle in one dimension is bound at $x=0$ by an attractive delta potential, with $E_0=-\hbar^2\kappa_0^2/2m$, and walls stand at $\pm R$. The wave function is $\sinh\kappa(R-|x|)$. Its slope divided by its value jumps by $-2\kappa\coth\kappa R$ at the origin. The delta potential fixes this jump at its value without walls, $-2\kappa_0$. So $\kappa=\kappa_0\tanh\kappa R\approx\kappa_0(1-2e^{-2\kappa_0R})$, and to first order, with $L=2R$,

$$E\approx E_0\left(1-4e^{-\kappa_0L}\right).$$

The level is too high by an exponentially small amount. A Coulomb tail adds a power of $L$. For an isotropic mass the radial function obeys $v''=(\kappa^2-2\kappa\nu/r)v$ at large $r$, where $\nu$ measures the Coulomb strength. Its solutions are $r^{\nu}e^{-\kappa r}$ and $r^{-\nu}e^{\kappa r}$, up to corrections of relative order $1/r$. The wall mixes in the growing one with weight $R^{2\nu}e^{-2\kappa R}$, so successive errors shrink more slowly than the bare exponential.

With anisotropic valleys the light transverse mass gives the longest tail, $\kappa=\sqrt{2m_t|E|}/\hbar$. The shallowest wanted level therefore sets the box. The computed levels, in meV, are:

| $L$ (nm) | A1 | E | T2 |
|---|---|---|---|
| 8.15 | −36.34 | −16.08 | −1.72 |
| 11.95 | −45.37 | −30.08 | −20.52 |
| 15.75 | −46.87 | −33.02 | −25.05 |
| 19.55 | −47.13 | −33.72 | −26.33 |

The error does not cancel in splittings: E−A1 is 20.3 meV in the smallest box and 13.4 meV in the largest.

Equal steps in $L$ allow an extrapolation. If the error falls by a factor $q$ per step, successive drops $\delta_1,\delta_2$ have the ratio $q=\delta_2/\delta_1$. The drops still to come sum to $\delta_2(q+q^2+\dots)=\delta_2q/(1-q)$, so

$$E_\infty=E_3-\frac{\delta_2^2}{\delta_1-\delta_2}.$$

For T2 the last three boxes give $\delta_1=4.530$ and $\delta_2=1.277$ meV. The correction is $1.631/3.253=0.50$ meV and the limit is $-26.8$ meV. The first three boxes had given $-26.5$ meV. That change of 0.3 meV is a fair measure of the uncertainty, though not a bound. The other limits are $-33.9$ meV for E and $-47.2$ meV for A1, which moved by 0.13 and 0.02 meV.

The T2 ratio is $q=0.28$, while $\kappa=0.366$ nm$^{-1}$ and a step of 3.80 nm give $e^{-\kappa\Delta L}=0.25$. The difference has the sign expected from the Coulomb power. The isotropic formula is not a quantitative test in a cube with anisotropic masses.

This yields a rule for the box. To cut the remaining 0.50 meV tenfold at $q=0.28$ takes $\ln10/\ln(1/0.28)=1.8$ steps, or 6.9 nm more, hence $L\approx26$ nm. The rule assumes that $q$ stays near its last value. Three equally spaced boxes are the least that can reveal $q$, and a fourth is needed to check it.

## What the core setting moves

The core depth enters $H$ as $-U_0$ times the projector on the donor site. For a normalized state, first-order perturbation theory gives $d\lambda/dU_0=-|\psi(0)|^2$, summed over both orbitals. A1 has a weight of 0.0180 there, so it starts to fall at a rate of 1.8 meV per 0.1 eV of added depth. The rate grows as the state contracts, so a larger change of $U_0$ needs a new calculation. T2 is odd and vanishes on the site. The E amplitudes sum to zero there by symmetry. Neither level depends on $U_0$ in this model, so the core depth can be adjusted to place A1 but cannot repair the E–T2 splitting.

Solving the three valley formulas with the extrapolated levels gives $e_0=-32.6$, $g=-5.8$ and $f=-2.2$ meV. These are effective numbers, since A1 is also more contracted than the rest. The E–T2 splitting of 7.1 meV needs the Coulomb potential outside the donor site, but its size may also depend on the band between opposite valleys. At the zone boundary ($u_x=2$, $u_y=u_z=0$) the upper band lies only 33 meV above the valleys, where a parabola of mass $m_l$ would give 125 meV. Correct masses at the valley bottom do not fix this saddle. Its effect on the splitting is not calculated here.

## Beside phosphorus in silicon

The masses, valley position, permittivity and gap are rough values for silicon, while $\gamma$, $W$ and $U_0$ are round choices. The band top at 77 eV is far above a realistic value for silicon's low conduction bands. Phosphorus has its ground level roughly 45 meV below the edge, close to the model's 47 meV. Its E and T2 levels lie near 33 meV and within about 2 meV of each other, with T2 the lower. The model has the opposite order, and its T2 is some 7 meV too shallow. Two simplifications may affect the coupling between opposite valleys: the absence of silicon's Bloch functions and the low saddle at the zone boundary. How much each contributes to the disagreement is not determined here.

The constant permittivity also fails near the core. Adding $(\varepsilon-1)e^{-r/\ell}$ times the Coulomb potential off the donor site, with an assumed $\ell=0.1$ nm, lowers A1 by 6.3, E by 4.9 and T2 by 0.3 meV in first order. These shifts exceed the wall error of the largest box for A1 and E, so more box size would not make those levels more realistic.

Devices add further conditions. At 77 K, with $k_BT=6.6$ meV and only these six levels counted, A1 holds 71% of the population in the model. The phosphorus levels quoted above, 45 and 33 meV, would give about 55%. The field scale $|\lambda_{A1}|/(e\,r_{\rm rms})$, with an rms radius of 2.48 nm, is 0.19 MV/cm, but the donor ionizes well below it. With $C=e^2/4\pi\varepsilon_0\varepsilon=0.123$ eV nm, the potential $-C/x-eFx$ along the field has its top at $-2\sqrt{CeF}$. This reaches a level $\lambda$ at $F=\lambda^2/(4Ce)$, which is 0.045 MV/cm for A1 and 0.015 MV/cm for T2. This classical estimate ignores the Stark shift, and tunnelling sets in at lower fields still. With $a^*=r_{\rm rms}/\sqrt3=1.43$ nm, the hydrogen-like relation, the rough overlap criterion $n^{1/3}a^*=0.25$ gives $n=5\times10^{18}$ cm$^{-3}$. Near or above that density the isolated-donor box is the wrong model for the ground level, whatever its size. The T2 states reach farther out and overlap at lower densities already. The numerical output lists the remaining values.

## Table of computed values

```
lattice constant 0.543 nm, site spacing d 0.2715 nm
valley position 0.85 of zone boundary, u0 1.8910
masses set: long. 0.92, transv. 0.19 electron masses
masses from band curvature: 0.9200, 0.1900
permittivity 11.7, gap G 1.12 eV, core depth U0 2.0 eV
alpha 2.4289, beta 2.8772, gamma 1.0, W 0.5 eV
Coulomb potential on nearest site -0.4533 eV
shift sigma -70.0 meV
top of spectrum of H0, largest box 77.24 eV
small box: sectors vs full matrix, max diff 4.8e-13 eV
small box: Lanczos vs dense, max diff 1.4e-09 eV
L 8.15 nm: A1 -36.339, E -16.075, T2 -1.716 meV
  sites 24389, solves 29, MINRES steps per solve 20.7
L 11.95 nm: A1 -45.373, E -30.078, T2 -20.524 meV
  sites 79507, solves 25, MINRES steps per solve 18.0
L 15.75 nm: A1 -46.865, E -33.023, T2 -25.054 meV
  sites 185193, solves 25, MINRES steps per solve 17.3
L 19.55 nm: A1 -47.126, E -33.720, T2 -26.331 meV
  sites 357911, solves 21, MINRES steps per solve 17.3
unknowns in largest (+++) sector 93312
largest residual norm 4.022 micro-eV
one start vector, smallest box, first three levels: -36.339, -16.075, 22.503 meV
inertia count from -500 to -20.05 meV, L 15.75 nm: 6 levels
A1: limit from boxes 1-3 -47.160, from 2-4 -47.182 meV
  last drop 0.261 meV, ratio of last drops 0.175
E: limit from boxes 1-3 -33.807, from 2-4 -33.936 meV
  last drop 0.697 meV, ratio of last drops 0.237
T2: limit from boxes 1-3 -26.492, from 2-4 -26.832 meV
  last drop 1.277 meV, ratio of last drops 0.282
T2 decay constant kappa 0.3658 1/nm, exp(-kappa dL) 0.249
splittings: E-A1 13.246, T2-E 7.104 meV
valley couplings: opposite g -5.760, perpendicular f -2.208 meV
one-valley mean e0 -32.592 meV
one-valley variational effective-mass energy -29.607 meV
A1 weight on donor site 0.01799 (dE/dU0 -17.995 meV per eV)
E weight on donor site, larger of two 3.0e-18
A1 weight in valence orbital 6.64e-04
A1 rms radius 2.482 nm
neglected weak screening near core, length 0.1 nm, first order:
  A1 -6.328, E -4.881, T2 -0.274 meV
77 K: kT 6.635 meV, A1 share of the six levels 0.7085
characteristic ionizing field 0.1901 MV/cm
donor density where overlap matters 5.31e+18 cm^-3
```
